Weak-field magnetoresistance as the variance of a two-component Hall angle

**The decision**

A calculation has produced the Fermi line of a two-dimensional metal and a mean free path at each of its points. The weak-field magnetoresistance is wanted next. Is it enough to compute a local Hall angle at each point and take its variance, or must the mean free path also be differentiated along the line? The answer decides which quantities to store and how fine the mesh must be.

The derivative is needed. Take a system with at least threefold rotation symmetry about the field. The statement that magnetoresistance is the conductivity-weighted variance of the local Hall angle holds if that angle has two components, one for the turning of the mean-free-path vector and one for its change of length. The variance of the turning angle alone is then in general only a lower bound on the weak-field result. With lower symmetry both statements can fail, as an elliptical line will show.

**The equation to solve**

Electrons have charge −e, the field B points along z, and

b = eB/ħ

is an inverse area. The model is a degenerate metal with spin factor 2 and a relaxation time τ(k) that does not depend on B. Zeeman, Berry-phase and quantum-interference effects are left out. In a real two-dimensional metal at low temperature, interference (weak localization or antilocalization) can outweigh the small classical magnetoresistances computed below.

Let v be the band velocity, n = v/|v| its direction, φ the angle of n, and ℓ = |v|τ the local mean free path. The magnetic force gives

ħ dk/dt = −e v×B.

Since v×z = −z×v, this is

dk/dt = b z×v.

The electron moves along the Fermi line in the direction t = z×n, and its arc length s grows at the rate ds/dt = b|v|.

Write the distribution as f₀ + δf, with f₀′ = df₀/dε. To first order in the electric field E, the steady Boltzmann equation is

−e E·v f₀′ + b|v| ∂δf/∂s = −δf/τ.

The magnetic force does not act on f₀, because it moves electrons at constant energy. Insert δf = e f₀′ E·Λ and multiply by τ/(e f₀′), which is constant along the line apart from τ. As E is arbitrary,

Λ + bℓ dΛ/ds = ℓn.  (1)

The current density is

j = −2e ∫ d²k/(2π)² v δf = (e²/2π²) ∫ d²k (−f₀′) v (Λ·E).

With d²k = ds dε/(ħ|v|), and −f₀′ acting as a delta function at the Fermi energy,

σ_ij = G ∮ n_i Λ_j ds,  G = e²/(2π²ħ).  (2)

**First case: one circle, constant ℓ**

Let κ = dφ/ds be the signed curvature. On an electron circle k = k_F n, and dk/ds = t gives κ = 1/k_F. On a hole circle the velocity points inward, k = −k_F n, and κ = −1/k_F. Define the local Hall angle

θ = bℓκ.

It is the angle through which the velocity turns in the time τ. Because d/ds = κ d/dφ, equation (1) becomes Λ + θ dΛ/dφ = ℓn. In complex form, with n → exp(iφ), the solution is

Λ_x + iΛ_y = ℓ exp(iφ)/(1 + iθ).

Its components are

Λ_x = ℓ(cos φ + θ sin φ)/(1 + θ²),
Λ_y = ℓ(sin φ − θ cos φ)/(1 + θ²).

Equation (2), with σ₀ = Gπk_Fℓ, then gives

σ_xx = σ₀/(1 + θ²),  σ_xy = −σ₀θ/(1 + θ²).

I define tan θ_H = −σ_xy/σ_xx, which is positive for an electron circle and here equals θ. With σ_yy = σ_xx and σ_yx = −σ_xy, inversion of the tensor gives

ρ_xx = σ_xx/(σ_xx² + σ_xy²) = 1/σ₀.  (3)

The magnetoresistance vanishes at every field in this model. The conductivity σ_xx does fall, but the Hall field compensates a deflection that all electrons share.

**Second case: several circles**

Let circle i have constant ℓ_i, Hall angle θ_i and share w_i = σ_i/σ₀ of the total zero-field conductivity σ₀. The conductivities add. To second order in B,

σ_xx = σ₀(1 − Σw_iθ_i²),  σ_xy = −σ₀ Σw_iθ_i.

Write q = Σw_iθ_i² and m = Σw_iθ_i. From the first form in (3),

ρ_xx/ρ₀ = 1/{(1 − q)[1 + m²/(1 − q)²]} = 1 + q − m² + O(B⁴),  (4)

so that

Δρ/ρ₀ = Σw_iθ_i² − (Σw_iθ_i)².

This is the scalar variance. One Hall field cannot compensate different deflections, and the spread is left over.

As a check, take an electron circle with k_F = 1 nm⁻¹ and ℓ = 100 nm, and a hole circle with 0.5 nm⁻¹ and 100 nm, at 0.1 T. Here b = 1.519×10⁻⁴ nm⁻², so the angles are 0.01519 and −0.03039. The weights, proportional to k_Fℓ, are 2/3 and 1/3. The mean is zero, and the variance is

(2/3)(0.01519)² + (1/3)(0.03039)² = 4.62×10⁻⁴.

There is magnetoresistance without a linear Hall angle, so no law proportional to tan²θ_H can hold for this pair.

**General Fermi line**

Now let ℓ and κ vary along the line. Define the mean-free-path vector L = ℓn, and let a prime mean d/ds. Iterating (1) in powers of b gives

Λ = L − bℓL′ + b²ℓ(ℓL′)′ + O(b³).

Insert this in (2) and use n_iℓ = L_i:

σ_ij⁽⁰⁾ = G ∮ ℓ n_i n_j ds,
σ_ij⁽¹⁾ = −bG ∮ L_i L_j′ ds,
σ_ij⁽²⁾ = b²G ∮ L_i(ℓL_j′)′ ds = −b²G ∮ ℓ L_i′L_j′ ds.

The last step is an integration by parts. Its boundary term vanishes because L and ℓ are periodic along the line.

The same operation fixes the parity of every order. The term of order p contains ∮ (ds/ℓ) L_i (ℓ d/ds)^p L_j, and each integration by parts moves one factor ℓ d/ds to the left with a minus sign. Exchanging i and j therefore multiplies the term by (−1)^p.

At this point I assume at least threefold rotation symmetry of the whole system. A 2×2 tensor that commutes with such a rotation has σ_xx = σ_yy and σ_xy = −σ_yx. By the parity just found, σ_xx is then even in B and σ_xy odd. I may replace σ_xx by half the trace, and σ_xy by half of σ_xy − σ_yx.

Since n′ = κt,

L′ = ℓ′n + ℓκt,  |L′|² = ℓ′² + ℓ²κ²,  L_xL_y′ − L_yL_x′ = ℓ²κ.

The conductivities become

σ_xx⁽⁰⁾ = (G/2) ∮ ℓ ds,
σ_xx⁽²⁾ = −(G/2) b² ∮ ℓ(ℓ′² + ℓ²κ²) ds,
σ_xy⁽¹⁾ = −(G/2) b ∮ ℓ²κ ds.

The first line shows that ℓ ds is the share of a line element in the zero-field conductivity. It defines the average

⟨X⟩ = ∮ ℓX ds / ∮ ℓ ds,

taken over all sheets. Then

−σ_xx⁽²⁾/σ_xx⁽⁰⁾ = ⟨θ²⟩ + b²⟨ℓ′²⟩,  −σ_xy⁽¹⁾/σ_xx⁽⁰⁾ = ⟨θ⟩.

These take the places of q and m in (4), whose derivation used only the form of the tensor. Therefore

Δρ/ρ₀ = ⟨θ²⟩ − ⟨θ⟩² + b²⟨(dℓ/ds)²⟩ + O(B⁴),  (5)
tan θ_H = ⟨θ⟩ + O(B³).

To write this as one variance, define the complex local Hall angle

Θ = b dℓ/ds + iθ.

Its real part has zero mean, because ∮ ℓℓ′ ds = ½∮ (ℓ²)′ ds = 0. Hence ⟨Θ⟩ = i⟨θ⟩ and

Δρ/ρ₀ = ⟨|Θ|²⟩ − |⟨Θ⟩|² + O(B⁴).  (6)

In the time τ an electron advances by bℓ along the Fermi line. To first order L changes by bℓL′, which relative to ℓ is bℓ′ along n and bℓκ along t. The first is the fractional change of length and the second is the turning angle.

Both terms in (5) are non-negative. The scalar variance is the full weak-field result if and only if ℓ is constant on each sheet. For a single closed line with this rotation symmetry the coefficient of B² vanishes only when ℓ and κ are both constant, which is the circle of the first case.

**Test on a circle with varying ℓ**

Take round model parameters: k_F = 1 nm⁻¹ and

ℓ = λ(1 + a cos 4φ),  λ = 100 nm,  a = 0.3,  B = 0.1 T.

Let u = bλ/k_F = 0.01519 and g = 1 + a cos 4φ. Over the circle the means of g, g² and g³ are 1, 1 + a²/2 and 1 + 3a²/2. With θ = ug and weight g,

⟨θ⟩ = u(1 + a²/2) = 0.015193 × 1.045 = 0.01588,
⟨θ²⟩ = u²(1 + 3a²/2),
Var θ = u²(a²/2 − a⁴/4) = 2.308×10⁻⁴ × 0.04298 = 9.92×10⁻⁶.

For the other term, bℓ′ = −4au sin 4φ. The mean of g sin²4φ is 1/2, since the part with cos 4φ sin²4φ averages to zero. Thus

b²⟨ℓ′²⟩ = 16a²u² × ½ = 8a²u² = 0.72 × 2.308×10⁻⁴ = 1.662×10⁻⁴.

The gradient term is 16.75 times the scalar variance. The factor 16 is the square of the harmonic number: a derivative along the line weighs rapid variation more heavily than the spread of ℓ does. The sum is

Δρ/ρ₀ = 1.761×10⁻⁴.

The zero-field sheet resistivity is 258.1 Ω, so the increase is 45.5 mΩ. Solving (1) at the full field and inverting the tensor gives 1.752×10⁻⁴, which is 0.5% below the weak-field value.

The range of validity can be read from (1). The source ℓn contains the harmonics 1, 5 and −3 of φ. On harmonic p the operator bℓ d/ds has size |p|u, so the expansion needs 5u ≪ 1, a stricter condition than a small Hall angle. At 0.1 T, 5u is 0.08. At 1 T it is 0.76, and the full magnetoresistance is only 0.68 of the weak-field formula.

**Test with no spread of the Hall angle**

The scalar variance can vanish while the resistance still rises. Describe a non-circular line by its radius of curvature,

R(φ) = 1/κ = k_F(1 + a cos 4φ),  ds = R dφ,

and choose ℓ = λR/k_F. The line closes because R has no first harmonic. Now θ = bℓ/R = u at every point, so Var θ = 0. The gradient is ℓ′ = (λ/k_F)(dR/dφ)/R, and the weight ℓ ds is proportional to R² dφ. Hence

Δρ/ρ₀ = u² ∮ (dR/dφ)² dφ / ∮ R² dφ = u² · 8a²/(1 + a²/2).

For the same u and a this is 1.590×10⁻⁴. The full solution at 0.1 T gives 1.584×10⁻⁴. To first order in B, all electrons here turn through the same angle in one relaxation time, but their mean free paths change length as they turn.

**Test on a lattice band**

A square-lattice band with second-neighbour hopping and an anisotropic τ has neither a circular line nor a constant ℓ. I followed its cyclotron orbits in time at several small fields, built the conductivity from the accumulated paths, and extrapolated to zero field. In units where hopping, lattice constant and ħ are 1, the orbits give Δρ/(ρ₀b²) = 1.587 and the averages in (5) give 1.590. The difference of 0.2% is the error of extrapolating from b = 0.02, 0.03 and 0.04; it shrinks when smaller fields are used. The values of tan θ_H/b agree at 0.2634. The scalar variance supplies only 0.086 of the 1.590.

**Where the symmetry matters**

Consider an elliptical line from a parabolic band with mass tensor M and constant τ. The first moment of the Boltzmann equation closes. For the drift velocity w it reads

Mw/τ = −e(E + w×B).

With j = −n_e e w, where n_e is the electron density,

E = Mj/(n_e e²τ) + j×B/(n_e e).

The field enters only the Hall part, so both diagonal resistivities are independent of B. For semi-axes of 1.5 and 1.0 nm⁻¹ at 0.1 T, the full solution gives zero to rounding accuracy, whereas (5) would give 1.5×10⁻⁵. The scalar variance alone is 7.3×10⁻⁶, so it is not a lower bound either. Formula (5) does not apply here, because σ_xx and σ_yy differ and half the trace is neither of them. For lower symmetry, keep the full tensors σ⁽⁰⁾, σ⁽¹⁾ and σ⁽²⁾ and invert their sum.

**When it scales as tan²θ_H**

If ⟨θ⟩ ≠ 0, equation (6) can be written to leading order as

Δρ/ρ₀ = C tan²θ_H,  C = ⟨|Θ|²⟩/⟨θ⟩² − 1.  (7)

The field cancels from C. When B alone varies within the weak-field range, the scaling therefore holds, since both sides go as B². When temperature or disorder varies, it holds if and only if C stays fixed.

As T varies, k_BT must stay far below the Fermi energy E_F, because thermal smearing adds its own spread of θ: for the circle example with the free-electron mass (E_F = 38 meV) and ℓ independent of energy, it raises C from 0.70 to 0.83 at 100 K. Within the degenerate limit, a sufficient condition is a fixed Fermi line and a mean free path that changes by a common factor,

ℓ(s,T) = λ(T)g(s).

Then Θ is proportional to bλ at every point, and λ cancels from C. In the circle example, dividing ℓ by 4 everywhere leaves C = 0.699 unchanged. Under this condition Kohler's rule also holds: (1) divided by λ shows that Λ/λ depends on B only through bλ, and ρ₀ ∝ 1/λ, so Δρ/ρ₀ is a function of B/ρ₀.

Two scattering rates with different angular shapes break the condition. On the same circle take

1/ℓ = 1/ℓ_iso + cos²(2φ)/(50 nm)

and let only ℓ_iso change. The weak-field formulas, evaluated at 0.1 T, give:

ℓ_iso = 200 nm: ⟨θ⟩ = 0.0182, C = 7.33
ℓ_iso = 100 nm: ⟨θ⟩ = 0.0101, C = 2.96
ℓ_iso = 50 nm: ⟨θ⟩ = 0.0057, C = 1.08
ℓ_iso = 25 nm: ⟨θ⟩ = 0.0032, C = 0.36

From the first row to the last, tan²θ_H falls by a factor of about 33 and the weak-field magnetoresistance by about 680. As the isotropic rate comes to dominate, ℓ becomes constant around the circle and C tends to zero.

A common factor is not necessary, however. Take

ℓ = λ(1 + a₄ cos 4φ + a₈ cos 8φ)

on the circle, with λ fixed, so that ρ₀ is fixed too. The pairs (a₄, a₈) = (0.3, 0) and (0, 0.14824) both have C = 0.699, and so do the two intermediate pairs I computed. The weak-field formula at 0.1 T gives a magnetoresistance of 1.761×10⁻⁴ for the first pair and 1.648×10⁻⁴ for the second. Kohler's rule would require equal values at equal B and ρ₀. A metal whose ℓ changed through these shapes would keep the tan²θ_H scaling and violate Kohler's rule: the first value is 7% above the second.

**Back to the mesh**

Suppose ℓ changes by Δℓ across a short stretch of width w, as near a spot of strong scattering. That stretch contributes roughly ℓ(Δℓ)²/w to the integral ∮ ℓℓ′² ds, so a sharper feature contributes more. The mesh must resolve w, and the expansion requires bℓ ≪ w, because an electron must not cross the feature within one relaxation time. If this fails, solve (1) at the actual field. If the relaxation-time form itself fails, because scattering into a state depends on the distribution elsewhere on the line, then (1) must be replaced and (5) no longer follows.

The numerical output below lists the values for the worked examples.

Values computed for the example and the checks

```
EXAMPLE: circular Fermi line, l = lam(1 + a cos 4phi)
kF = 1.0 nm^-1, lam = 100 nm, a = 0.3, B = 0.1 T
b = eB/hbar = 1.5193e-04 nm^-2
u = b lam/kF = 0.01519 (dimensionless)
zero-field sheet resistivity = 258.13 ohm
<theta> = 0.015876 rad
tan(theta_H), full solution = 0.015866
scalar variance Var(theta) = 9.9194e-06
gradient term b^2<(dl/ds)^2> = 1.6619e-04
gradient term / scalar variance = 16.75
MR, weak-field formula = 1.7611e-04
MR, full solution = 1.7517e-04
relative drop of sigma_xx, full = 4.2676e-04
resistivity increase, formula = 45.46 milliohm
C = MR/tan^2(theta_H), formula = 0.6987
FIELD SWEEP of the same example
B = 0.1 T: MR full 1.7517e-04, weak-field 1.7611e-04, ratio 0.9947
B = 0.3 T: MR full 1.5141e-03, weak-field 1.5850e-03, ratio 0.9553
B = 1.0 T: MR full 1.2057e-02, weak-field 1.7611e-02, ratio 0.6846
CASE l proportional to 1/curvature, R = kF(1 + 0.3 cos 4phi), 0.1 T
Var(theta)/u^2 = 7.1e-33, MR formula = 1.5903e-04, MR full = 1.5844e-04
CASE ellipse, constant relaxation time (only twofold symmetry), 0.1 T
semi-axes 1.5 and 1.0 nm^-1, l = 66.7 and 100.0 nm there
largest |MR| full = 4e-16, variance formula (invalid here) = 1.518e-05
CASE electron circle (1.0 nm^-1, 100 nm) plus hole circle, 0.1 T
hole kF 0.8 nm^-1, l 60 nm: |<theta>| = 0.00657 rad, Var = MR = 1.5490e-04
hole kF 0.5 nm^-1, l 100 nm: |<theta>| = 0.00000 rad, Var = MR = 4.6163e-04
SCALING: C from full solution at 0.005 T
l as above: 0.6987; l everywhere divided by 4: 0.6987
SCALING BROKEN: 1/l = 1/l_iso + cos^2(2phi)/(50 nm), circle, 0.1 T
l_iso = 200 nm: <theta> = 0.01823 rad, weak-field MR = 2.437e-03, C = 7.333
l_iso = 100 nm: <theta> = 0.01013 rad, weak-field MR = 3.035e-04, C = 2.958
l_iso = 50 nm: <theta> = 0.00570 rad, weak-field MR = 3.516e-05, C = 1.083
l_iso = 25 nm: <theta> = 0.00317 rad, weak-field MR = 3.573e-06, C = 0.357
SAME C, DIFFERENT SHAPE: l = lam(1 + a4 cos 4phi + a8 cos 8phi), 0.1 T
a4 = 0.3, a8 = 0.0000: <theta> = 0.015876 rad, MR = 1.7611e-04, C = 0.6987
a4 = 0.2, a8 = 0.1027: <theta> = 0.015577 rad, MR = 1.6952e-04, C = 0.6987
a4 = 0.1, a8 = 0.1378: <theta> = 0.015413 rad, MR = 1.6597e-04, C = 0.6987
a4 = 0.0, a8 = 0.1482: <theta> = 0.015360 rad, MR = 1.6483e-04, C = 0.6987
MR first/last at equal zero-field resistivity = 1.0684
SQUARE-LATTICE BAND (hopping = lattice constant = hbar = 1)
second hopping 0.2, Fermi energy -1.5, 1/tau = 1 + 0.5(cos kx - cos ky)^2
tan(theta_H)/b: orbits 0.26340, averages 0.26340
MR/b^2: orbits 1.58702, averages 1.58971
of which scalar variance 0.08613, gradient term 1.50357
```
